# Residual Depolarising Field in a Short-Circuited Ferroelectric Film

## Question

I am stuck on a problem about a thin ferroelectric film for an electro-optic device. The film is 20 nm thick, its polarisation points along the film normal, and its two metallic electrodes are connected by a wire. The total polarisation is 0.25 C/m², and each electrode has an "effective screening length" of 0.01 nm. I am asked for the residual depolarising field.

I can argue myself into three different answers:

1. The electrodes are shorted, so there is no voltage and the field should be zero.
2. The bound charge on the faces gives $-P/\varepsilon_0$, which is about 282 MV/cm in magnitude. No film could survive that.
3. The screening length must reduce the second answer somehow, but then I would also expect to divide by the relative permittivity of the ferroelectric, which the problem doesn't give.

What does the short circuit actually fix, where does the screening length enter, and is the permittivity missing from the problem?

## Answer

The short circuit fixes the sum of all potential differences between the two electrode interiors. It doesn't fix the field in the film alone. A real electrode needs a small but finite depth to hold its screening charge, so some potential drops inside each one, and the film must carry a drop equal and opposite to the sum of the two. The permittivity isn't missing, because you were given the total polarisation.

### Conventions and assumptions

Let $x$ run from the left electrode to the right one, with the film between $x=0$ and $x=d$. The polarisation $P$ is uniform and positive along $+x$. "Total" means that $P$ is the whole dipole moment per volume in the final state, including whatever the film's ions and electrons do in response to the residual field. Then, by definition,

$$D=\varepsilon_0E+P. \tag{1}$$

I assume for now that the electrodes are identical, that there is no free charge in the film, and that nothing varies parallel to the faces.

### The charge on the electrodes

Deep inside an electrode the field is zero. Gauss's law, applied to a box reaching from there into the film, gives the free charge per area on the left electrode:

$$\sigma=D=P+\varepsilon_0E. \tag{2}$$

The right electrode carries $-\sigma$. The signs make sense: the film's left face has bound charge $-P$, which attracts positive charge in the left electrode. If the electrodes supplied no charge, $\sigma=0$ would give $E=-P/\varepsilon_0$, your second answer. It describes a film without screening.

### The drop inside an electrode

The effective screening length $\lambda$ is defined by the potential drop in one electrode per unit of charge:

$$\Delta V_{\rm el}=\frac{\lambda D}{\varepsilon_0}. \tag{3}$$

A linear Thomas–Fermi electrode shows where such a length comes from. Let $\varphi_b$ be the potential in the electrode's interior, $\ell$ the decay length and $\varepsilon_e$ the relative permittivity of the electrode's ions and bound electrons. The mobile charge responds in proportion to the local potential shift, so Poisson's equation becomes

$$\frac{d^2\varphi}{dx^2}=\frac{\varphi-\varphi_b}{\ell^2}.$$

In the left electrode, $x<0$, the solution that vanishes far from the film is $\varphi-\varphi_b=Ae^{x/\ell}$. Its field is $-(A/\ell)e^{x/\ell}$. There is no extra sheet of free charge at the interface, so $D$ is continuous there:

$$-\varepsilon_0\varepsilon_e\frac{A}{\ell}=D
\quad\Longrightarrow\quad
A=-\frac{\ell D}{\varepsilon_0\varepsilon_e}.$$

The integral of the field from the interior to the interface is $\varphi_b-\varphi(0)=-A$, hence

$$\Delta V_{\rm el}=\frac{\ell D}{\varepsilon_0\varepsilon_e},
\qquad
\lambda=\frac{\ell}{\varepsilon_e}. \tag{4}$$

So $\lambda$ is not itself the depth of the charge, even in this model. For example, $\ell=0.05$ nm and $\varepsilon_e=5$ give your $\lambda=0.01$ nm. Both lengths are below an atomic spacing, so the smooth exponential profile shouldn't be taken literally. What the problem needs is the drop per charge, or equivalently the interface capacitance per area, $\varepsilon_0/\lambda=88.5\ \mu$F/cm².

### The short-circuit condition

The wire equalises the electrochemical potential of the electrons in the two electrodes. Since the electrodes are identical, their interior electrostatic potentials are then equal too, and the field integrated from one interior to the other vanishes:

$$\frac{\lambda D}{\varepsilon_0}+Ed+\frac{\lambda D}{\varepsilon_0}=0. \tag{5}$$

Both electrode terms have the same sign, because the field in each electrode points along $D$. Insert (2):

$$Ed+\frac{2\lambda}{\varepsilon_0}\left(P+\varepsilon_0E\right)=0.$$

Multiply out and collect the terms in $E$:

$$Ed+\frac{2\lambda P}{\varepsilon_0}+2\lambda E=0
\quad\Longrightarrow\quad
E(d+2\lambda)=-\frac{2\lambda P}{\varepsilon_0}.$$

Therefore

$$\boxed{E=-\frac{2\lambda P}{\varepsilon_0(d+2\lambda)}} \tag{6}$$

The minus sign says that the field opposes the polarisation. The factor 2 counts the electrodes. If their screening lengths differed, the two terms in (5) would contain $\lambda_1$ and $\lambda_2$, and $2\lambda$ would become $\lambda_1+\lambda_2$ in both places.

### Your numbers

First calculate the voltage that appears in the numerator:

$$\frac{2\lambda P}{\varepsilon_0}
=\frac{2(1.0\times10^{-11}\ {\rm m})(0.25\ {\rm C/m^2})}
{8.854\times10^{-12}\ {\rm F/m}}
=0.565\ {\rm V}.$$

Then divide by $d+2\lambda=20.02$ nm:

$$E=-\frac{0.565\ {\rm V}}{20.02\times10^{-9}\ {\rm m}}
=-2.82\times10^7\ {\rm V/m}
=-0.282\ {\rm MV/cm}.$$

With the precision of the given data, the answer is **0.28 MV/cm, directed against the polarisation**.

The potential balance shows why the first of your answers fails. The field integral across the film is $-0.564$ V, and each electrode contributes $+0.282$ V. The sum is zero to rounding, while the field in the film is not. The electrode charge is $0.24975$ C/m², just $0.1\%$ less than $P$. That small deficit matters because the unscreened field is so large: $0.1\%$ of 282 MV/cm is 0.28 MV/cm.

I also solved Poisson's equation numerically through the whole stack, using $\ell=0.05$ nm and $\varepsilon_e=5$ but not equation (6). The field in the film came out as $-0.28206$ MV/cm, against $-0.28207$ MV/cm from the formula.

### Thick and thin films

When $2\lambda\ll d$, equation (6) reduces to

$$E\simeq-\frac{2\lambda P}{\varepsilon_0d}. \tag{7}$$

Here that overestimates the magnitude by $0.1\%$ relative to (6). At fixed $P$ and $\lambda$, the field in this regime falls as $1/d$, but the voltage across the film hardly changes: it approaches $-2\lambda P/\varepsilon_0$. A thicker film spreads nearly the same voltage over a greater distance.

For ideal electrodes, $\lambda\to0$, the field vanishes. Your first answer is right in that limit. In the opposite formal limit, $d\to0$ at fixed $P$ and $\lambda$, equation (6) gives $E\to-P/\varepsilon_0$ and (2) gives $\sigma\to0$. The electrodes then provide no screening. A real film would not keep its polarisation fixed in that limit, so this checks the electrostatics and does not predict the behaviour of ultrathin ferroelectrics.

A case between the limits tests the denominator. For $d=1$ nm, $\lambda=0.15$ nm and the same $P$, the formula gives $-65.158$ MV/cm and the numerical stack $-65.156$ MV/cm. Equation (7) would be 30% too large in magnitude, since $(d+2\lambda)/d=1.3$. These are stress-test parameters, not a proposed device.

### Where the permittivity went

Suppose the problem had instead given $P_s$, the polarisation the film would have at zero field, and had described the film's further response by a constant relative permittivity $\varepsilon_r$. The total polarisation would be

$$P=P_s+\varepsilon_0(\varepsilon_r-1)E, \tag{8}$$

and so $D=P_s+\varepsilon_0\varepsilon_rE$. The short-circuit condition becomes

$$Ed+\frac{2\lambda}{\varepsilon_0}
\left(P_s+\varepsilon_0\varepsilon_rE\right)=0,$$

which gives

$$E=-\frac{2\lambda P_s}{\varepsilon_0(d+2\lambda\varepsilon_r)}. \tag{9}$$

This agrees with (6). To see it, put (8) into $E(d+2\lambda)=-2\lambda P/\varepsilon_0$:

$$E(d+2\lambda)=-\frac{2\lambda P_s}{\varepsilon_0}
-2\lambda(\varepsilon_r-1)E.$$

Moving the last term to the left changes the bracket to $d+2\lambda\varepsilon_r$, which is (9).

Take $\varepsilon_r=100$ as a rough value. If your 0.25 C/m² were $P_s$, the field would be $-0.257$ MV/cm, 9% smaller in magnitude than before, and the total polarisation would have dropped to 0.2275 C/m². Even in this reading, $\varepsilon_r$ multiplies just the small length $2\lambda$. Dividing (6) by 100 would count the dielectric response twice and give a field about a hundred times too small.

### The energy cost, and why domains may form

The uniform state stores electrostatic and screening energy. At fixed $P$, the film contributes $\tfrac12\varepsilon_0E^2d$ per area. Each linear electrode contributes half its charge times its potential drop, $\tfrac12D(\lambda D/\varepsilon_0)$. Thus

$$U=\frac12\varepsilon_0E^2d+\frac{\lambda D^2}{\varepsilon_0}.$$

Write $L=d+2\lambda$. From (6), $E=-2\lambda P/(\varepsilon_0L)$, and from (2),

$$D=P-\frac{2\lambda P}{L}=\frac{Pd}{L}.$$

Substitution gives

$$U=\frac{2\lambda^2P^2d}{\varepsilon_0L^2}
+\frac{\lambda P^2d^2}{\varepsilon_0L^2}
=\frac{\lambda P^2d(2\lambda+d)}{\varepsilon_0L^2}
=\frac{\lambda P^2d}{\varepsilon_0L}
=-\frac12PEd. \tag{10}$$

For your film $U=70.5$ mJ/m². The numerical stack, with the energy summed over film and electrodes, gives the same value to this precision.

Stripes of alternating polarisation could lower this energy, at the price of domain walls. If the stripes have width $w$ and the walls cost $\gamma$ per wall area, there is one wall of height $d$ for every width $w$. The cost per film area is $\gamma d/w$. With a rough $\gamma=10$ mJ/m², it equals $U$ at

$$w=\frac{\gamma d}{U}
=\frac{(10\ {\rm mJ/m^2})(20\ {\rm nm})}{70.5\ {\rm mJ/m^2}}
=2.8\ {\rm nm}.$$

Wider stripes have a wall cost below $U$, but that alone does not make them favourable, because they keep much of the electrostatic energy. A Fourier component of wavenumber $k$ with $kd\sqrt{\varepsilon_\parallel/\varepsilon_\perp}\gg1$ and $k\ell\ll1$ costs about $1/(1+\lambda k\sqrt{\varepsilon_\perp\varepsilon_\parallel})$ of what it would cost in a thick uniform film, where $\varepsilon_\perp$ and $\varepsilon_\parallel$ are the film's relative permittivities along the normal and in the plane. At strictly fixed $P$, as in (10), both equal 1: stripes of 2.8 nm keep 97.5% of $U$ when this formula is summed over their harmonics, and 96% with the Thomas–Fermi electrode above, whose finite $\ell$ lowers the cost of the short harmonics further. At this $\gamma$ no stripe width lowers the total. With 0.25 C/m² read as $P_s$ and $\varepsilon_\perp=100$, the uniform state costs 64 mJ/m². Stripes still do not win for $\varepsilon_\parallel=100$, but for $\varepsilon_\parallel=400$ they reach about 58 mJ/m² at a width near 13 nm. For $\varepsilon_\parallel=100$ the margin is thin: stripes win once $\gamma$ falls below about 8 mJ/m². Whether domains form therefore depends on the wall energy and on the film's permittivities, in particular the one in the plane. If they do, (6) is no longer the local field, because its derivation assumed a uniform film.

### What else could move the answer?

**Unequal electrodes.** If the work functions differ, the wire still equalises the electrochemical potentials, but the interior electrostatic potentials differ. Let the right interior lie at $V_R$ relative to the left. The field integral in (5) then equals $-V_R$ instead of zero, and the same algebra gives

$$E=-\frac{2\lambda P/\varepsilon_0+V_R}{d+2\lambda}. \tag{11}$$

An offset of 0.1 V changes the field to $-0.332$ MV/cm, and the opposite offset changes it to $-0.232$ MV/cm. That is a shift of 18% either way, at fixed $P$ and $\lambda$.

**Fixed charge in the film.** A uniform charge density $\rho$ between identical linear electrodes adds a field that is odd about the mid-plane. It tilts the field profile but leaves the mean alone. If the film responds as the linear dielectric of (8), Gauss's law gives a deviation of $\rho d/(2\varepsilon_0\varepsilon_r)$ at the faces. For $10^{18}$ elementary charges per cm³ and $\varepsilon_r=100$, this is 0.018 MV/cm. Charge collected near one face is a different case, and can change the mean.

**Nonlinear screening.** With $\ell=0.05$ nm, the linear profile has an excess carrier density $\sigma/(e\ell)=3.1\times10^{22}$ cm⁻³ at the electrode surface. That exceeds the total carrier density of a conducting oxide, roughly $10^{22}$ cm⁻³, so in such an electrode the linear profile can't hold on the side that loses electrons. For an electrode with enough carriers, one part of the nonlinear effect can be sized by letting the electrode's density of states vary with energy as $1+s\epsilon$, where $\epsilon$ is measured from the Fermi level. For a potential shift of magnitude $u$ in volts, on the side that gains electrons,

$$u''=\frac{1}{\ell^2}\left(u+\frac{s u^2}{2}\right).$$

Multiply by $u'$ and integrate from the interior, where $u=u'=0$:

$$\frac{u'^2}{2}=\frac{1}{\ell^2}
\left(\frac{u^2}{2}+\frac{s u^3}{6}\right).$$

At the surface $|u'|=D/(\varepsilon_0\varepsilon_e)$. Taking the root and using $\lambda=\ell/\varepsilon_e$,

$$\frac{\lambda D}{\varepsilon_0}=u\sqrt{1+\frac{su}{3}}. \tag{12}$$

On the side that loses electrons, $s$ changes sign. To first order the drops are $a(1\mp sa/6)$, with $a=\lambda D/\varepsilon_0$, so the corrections cancel in the sum. For $s=1$ eV⁻¹ the drops are 0.270 V and 0.297 V, yet the film field is $-0.284$ MV/cm, a change of 0.6%. This smooth model doesn't cover an electrode that runs out of carriers, and there the change is large: for a parabolic band with the same $\ell$ and $\varepsilon_e$ but only $10^{22}$ carriers per cm³ (which requires a Fermi energy of 0.14 eV and a heavy mass, about 12 electron masses), the depleted side drops about 0.49 V and the film field grows by about 30%. In that case, use the actual drop of each electrode at the working charge.

**Temperature.** With a rough pyroelectric coefficient of 200 μC/(m² K), heating by 30 K lowers $P$ by 0.006 C/m². At fixed $\lambda$ the field becomes $-0.275$ MV/cm, 2.4% smaller in magnitude. The coefficient is a bulk-like value; a film close to losing its uniform polarisation can lose several times as much.

**Leakage.** For a 1 eV mean barrier and the free-electron mass, the estimated probability of direct tunnelling through 20 nm is about $10^{-89}$. This says nothing about transport through defects. Charge that moves slowly through defects and becomes trapped near the faces could screen the film further.

### How this compares with a real film

The parameters resemble those of a compressively strained barium titanate film between good electrodes. A polarisation of 0.25 C/m² is typical of that material in bulk, while $\lambda=0.01$ nm represents good screening. The strain is needed. In common Landau models of stress-free barium titanate at room temperature, the uniform state withstands an opposing internal field of only about 0.15 MV/cm, and with this $\lambda$ it has no solution polarised along the normal below about 26 nm. A film clamped to a substrate at zero misfit does worse, with about 0.1 MV/cm and 30 to 37 nm. A compressive misfit of about 0.5% restores a polarisation near 0.25 C/m² at 20 nm. In the same models that film has $\varepsilon_\perp\approx110$ and $\varepsilon_\parallel\approx1100$ at zero field. The stripe estimate above, with $\gamma=10$ mJ/m², then gives about 58 mJ/m² at a width near 10 nm, against about 80 mJ/m² for the uniform state. By this estimate the uniform state of such a film is at best metastable against domains. Real interfaces can be worse. A non-polar layer of thickness $t$ and relative permittivity $\varepsilon_i$ at one electrode adds a drop $tD/(\varepsilon_0\varepsilon_i)$, and so adds $t/\varepsilon_i$ to that electrode's effective length. If this equals $\lambda$ at both electrodes, the field almost doubles at fixed $P$. Equation (6) is for the parallel-plate geometry with polarisation along the normal. It shouldn't be carried over to a device that has both electrodes on one side and applies the field in the plane.

The residual field is 0.14 of a rough breakdown field of 2 MV/cm, but 1.4 times a rough coercive field of 0.2 MV/cm. The second ratio is a warning about retention, not a switching criterion: a measured coercive field is usually an applied voltage divided by thickness, whereas (6) is an internal field present without applied voltage. Whether the film stays uniformly polarised depends on its internal energy, its domain walls and its trapped charge. The 0.28 MV/cm is the field if it does.

## Numbers as computed

```
Film thickness: 20.0 nm
Total polarisation: 0.250 C/m2
Effective screening length, each electrode: 0.010 nm
Illustrative Thomas-Fermi decay length: 0.050 nm
Illustrative electrode permittivity: 5.0 (relative)
Unscreened field -P/eps0: -282.35 MV/cm
Residual field, formula: -0.28207 MV/cm
Residual field, formula: -2.8207e+07 V/m
Residual field, numerical stack: -0.28206 MV/cm
Residual/unscreened field: 0.000999
Approximation -2 lam P/(eps0 d): -0.28235 MV/cm
Relative error of approximation: 0.100 %
Field integral E*d across film: -0.5641 V
Field integral in each electrode: 0.2821 V
Electrode charge per area: 0.24975 C/m2
Interface capacitance: 88.54 uF/cm2
Thin test: thickness: 1.0 nm
Thin test: effective screening length: 0.15 nm
Thin test: field, formula: -65.158 MV/cm
Thin test: field, numerical: -65.156 MV/cm
Energy per area, formula: 70.518 mJ/m2
Energy per area, numerical: 70.514 mJ/m2
Rough film permittivity: 100 (relative)
Alternative reading: field: -0.25668 MV/cm
Alternative reading: total polarisation: 0.22750 C/m2
Rough work-function potential offset: 0.10 V
Field with this offset: -0.33202 MV/cm
Field with opposite offset: -0.23212 MV/cm
Rough fixed-charge density: 1.0e+18 cm^-3
Fixed-charge field tilt, plus/minus: 0.0181 MV/cm
Rough density-of-states slope: 1.0 1/eV
Accumulation drop with slope: 0.2702 V
Depletion drop with slope: 0.2972 V
Field with density-of-states slope: -0.28367 MV/cm
Model surface excess carrier density: 3.12e+22 cm^-3
Rough pyroelectric coefficient magnitude: 200 uC/(m2 K)
Temperature rise: 30 K
Field after temperature rise: -0.27530 MV/cm
Rough mean tunnel barrier: 1.0 eV
log10 of tunnelling probability: -88.7
Rough coercive field: 0.2 MV/cm
Residual/coercive field: 1.41
Rough breakdown field: 2.0 MV/cm
Residual/breakdown field: 0.14
Rough domain-wall energy: 10 mJ/m2
Stripe width where wall energy equals U: 2.84 nm
```
